\section*{Why augmentation charge raises the need for core corrections in ultrasoft potentials}

\section{A uniform region}

Take a region of uniform valence density $n_v$ and uniform, unpolarised core density $n_c$. Equations are in Hartree atomic units, and exchange is treated in the local density approximation (LDA), without correlation. An unpolarised density has $E_x[n]=-\frac{3c}{4}\int n^{4/3}d^3r$ with $c=(3/\pi)^{1/3}$. Exchange couples like spins, so each spin contributes half the energy of an unpolarised gas of twice its density. With $n=n_\uparrow+n_\downarrow$ and $m=n_\uparrow-n_\downarrow$,
\begin{equation}
E_x=-\frac{3c}{8}\int\left[(n+m)^{4/3}+(n-m)^{4/3}\right]d^3r,\qquad
v_{x\sigma}=-c\,(2n_\sigma)^{1/3},
\label{ex}
\end{equation}
where $v_{x\sigma}=\delta E_x/\delta n_\sigma$ follows from $-\frac{3c}{8}\cdot\frac43\cdot2=-c$. Start from an unpolarised density $n$ and change it by $\delta n$ and $m$, so that $2n_{\uparrow,\downarrow}=n+x_\pm$ with $x_\pm=\delta n\pm m$. For $|x|<n$ the binomial series converges:
\begin{equation}
(n+x)^{4/3}=n^{4/3}+\tfrac43n^{1/3}x+\tfrac29n^{-2/3}x^2-\tfrac{4}{81}n^{-5/3}x^3+\tfrac{5}{243}n^{-8/3}x^4-\dots
\label{series}
\end{equation}
Let $R[n]$ be $E_x$ minus its value at $n$ and minus the linear term $\int v_x[n]\,\delta n$. Since $x_+^2+x_-^2=2(\delta n^2+m^2)$ and $-\frac{3c}{8}\cdot\frac29\cdot2=-\frac c6$,
\begin{equation}
R[n]=-\frac c6\int n^{-2/3}\left(\delta n^2+m^2\right)d^3r+\dots
\label{R}
\end{equation}
Charge and spin changes meet the same kernel at this order.

Polarise the valence by a fixed fraction, $m=\zeta n_v$. The correct kernel is evaluated at $n_v+n_c$, while a calculation without core evaluates it at $n_v$. The error per volume is
\begin{equation}
-\frac c6\zeta^2n_v^2\left[n_v^{-2/3}-(n_v+n_c)^{-2/3}\right]
=-\frac c6\zeta^2n_v^{4/3}\left[1-(1+n_c/n_v)^{-2/3}\right].
\end{equation}
It is negative: polarisation is overbound. For $n_v\ll n_c$ the bracket tends to 1 and the error scales as $n_v^{4/3}$. For $n_v\gg n_c$ the bracket is $\frac23n_c/n_v$ and the error scales as $n_cn_v^{1/3}$. In both limits more valence charge means a larger error. Relative to the correct energy $-\frac c6\zeta^2n_v^2(n_v+n_c)^{-2/3}$, the error is $(1+n_c/n_v)^{2/3}-1$, which falls as $n_v$ rises. For a shell whose augmentation charge overlaps the core, as in the nickel example below, augmentation raises $n_v$ in the outer core region, where $n_c$ is large compared with the smooth valence density. It then lowers the local relative nonlinearity and raises the local absolute error (between the two limits this follows from the positive slope derived after Eq.~(\ref{g}), with $s=0$), and the absolute error is what enters total energies.

\section{Where augmentation enters}

Consider a spherical, nonrelativistic atom with a frozen core and a $d$ shell of $N$ electrons spread equally over the five orbitals. The all-electron radial function $\psi(r)$, with $\int\psi^2dr=1$, has level $\varepsilon$ in the screened potential $V$. A smooth function $\phi$ and a smooth potential $V_{\rm loc}$ equal $\psi$ and $V$ beyond $r_c$. With $T$ the radial kinetic operator including the centrifugal term, the one-projector ultrasoft construction is
\begin{align}
\chi&=(\varepsilon-T-V_{\rm loc})\phi, & B&=\langle\phi|\chi\rangle, & \beta&=\chi/B,\nonumber\\
Q&=\psi^2-\phi^2, & q&=\textstyle\int Q\,dr, & D&=B+\varepsilon q,
\end{align}
with $H=T+V_{\rm loc}+D|\beta\rangle\langle\beta|$ and $S=1+q|\beta\rangle\langle\beta|$. The definition of $\beta$ gives $\langle\beta|\phi\rangle=1$, and so
\begin{equation}
H\phi=\varepsilon\phi-\chi+(B+\varepsilon q)\beta=\varepsilon\phi+\varepsilon q\beta=\varepsilon S\phi,\qquad
\langle\phi|S|\phi\rangle=\int\phi^2dr+q=1,
\end{equation}
where $\chi=B\beta$ was used. The radial density per $d$ electron is $\phi^2+Q\langle\beta|\phi\rangle^2=\psi^2$. With $Q$ left unpseudised, as assumed until Section~\ref{nc}, the reference valence density is the all-electron one. Write $\gamma=\psi^2/4\pi r^2$, $\tilde\gamma=\phi^2/4\pi r^2$ and $n_v=N\gamma+s$, where $s$ is the density of the other valence electrons, kept in all-electron form throughout.

The pseudo-atom energy, with a model core $\tilde n_c$ that is zero when no core correction is made, is
\begin{equation}
E_{\rm ps}=\sum_if_i\langle\phi_i|\big(T+D^0|\beta\rangle\langle\beta|\big)|\phi_i\rangle+\int V_{\rm ion}n_v\,d^3r+E_H[n_v]+E_x[n_v+\tilde n_c,m].
\label{Eps}
\end{equation}
The density depends on $\phi_i$ through $\phi_i^2$ and through $Q\langle\beta|\phi_i\rangle^2$. Varying $\phi_i$ therefore yields the local potential $V_{\rm eff}=V_{\rm ion}+V_H+v_{x\sigma}$ and a nonlocal coefficient $D^0+\int V_{\rm eff}Q\,dr$. Descreening demands that these reproduce $V_{\rm loc}$ and $D$ at the reference density:
\begin{equation}
V_{\rm ion}=V_{\rm loc}-V_H[n_v]-v_x[n_v+\tilde n_c],\qquad D^0=D-\int V_{\rm loc}Q\,dr .
\label{descreen}
\end{equation}
A spherical change $\delta v$ of $V_{\rm eff}$ gives $\delta H=\delta v+\delta D|\beta\rangle\langle\beta|$ with $\delta D=\int\delta v\,Q\,dr$, and $S$ is unchanged. Differentiating $(H-\varepsilon S)\phi=0$ and projecting on $\phi$ removes the term in $\delta\phi$, because $H-\varepsilon S$ is Hermitian and annihilates $\phi$. To first order,
\begin{equation}
\delta\varepsilon=\int\delta v\,(\phi^2+Q)\,dr=\int\delta v\,\gamma\,d^3r .
\label{shift}
\end{equation}
The electron samples exchange with the all-electron shape, although its orbital is smooth.

\section{The error that descreening leaves}

Freeze the orbitals and change the $d$ occupations. In Eq.~(\ref{Eps}) the first two terms are linear in $f_i$. In the frozen-core all-electron energy the kinetic, nuclear and core-Hartree terms are linear, and the valence Hartree energy is the same functional of the same $n_v$. The slopes at the reference agree, since by Eq.~(\ref{descreen})
\begin{equation}
\frac{\partial E_{\rm ps}}{\partial f}=\langle\phi|T|\phi\rangle+D^0+\int V_{\rm loc}(\phi^2+Q)\,dr=\langle\phi|H|\phi\rangle=\varepsilon,
\end{equation}
and the all-electron slope is $\langle\psi|T+V|\psi\rangle=\varepsilon$. With both energies measured from the reference, linear terms cancel, the quadratic Hartree terms cancel, and the exchange remainders are left:
\begin{equation}
\Delta=R[n_v+\tilde n_c]-R[n_v+n_c].
\label{Delta}
\end{equation}
For frozen orbitals and unpseudised $Q$ this holds for finite changes, with $R$ taken from its definition. The first-order error is absent whatever $\tilde n_c$ is, so the reference levels do not diagnose a missing core correction.

A $d$ moment $M$ (up minus down electrons) gives $m=M\gamma$, $\delta n=0$. Define the Stoner exchange integral
\begin{equation}
I[\gamma,n]=\frac{2c}{3}\int\gamma^2n^{-2/3}d^3r .
\end{equation}
Equation~(\ref{R}) gives $R=-\frac c6M^2\int\gamma^2n^{-2/3}d^3r=-IM^2/4$. From Eq.~(\ref{ex}), $v_{x\downarrow}-v_{x\uparrow}=c[(n+m)^{1/3}-(n-m)^{1/3}]\approx\frac{2c}{3}n^{-2/3}M\gamma$, and Eq.~(\ref{shift}) turns this into the splitting $\varepsilon_\downarrow-\varepsilon_\uparrow=IM$. Without core correction,
\begin{equation}
\Delta=-\frac{\delta I\,M^2}{4},\qquad \delta I=I[\gamma,n_v]-I[\gamma,n_v+n_c]>0,
\label{dI}
\end{equation}
the sign following from $n_v^{-2/3}>(n_v+n_c)^{-2/3}$. An unpolarised change $\delta N$ of the $d$ occupation has $\delta n=\delta N\gamma$ and gives $-\delta I\,\delta N^2/4$. By Eq.~(\ref{series}) the next local term in $R$ has relative size $\frac{5}{243}/\frac29\,(m/n)^2=\frac5{54}(m/n)^2$ for spin, where odd orders cancel, and $-\frac4{81}/\frac29\,(\delta n/n)=-\frac29\,\delta n/n$ for charge.

Augmentation enters $I$ three times: one factor $\gamma$ is the source $m$, the other is the matrix element screened through $D$, and $n_v$ sits in the kernel. The first two raise $I$ and the third lowers it. In a rigid-band mean-field picture with constant density of states $\rho$ per spin, moving $M/2$ electrons costs $2\cdot(M/2)^2/2\rho=M^2/4\rho$ against the gain $IM^2/4$. The moment appears at $I\rho=1$, and an inflated $I$ shifts that threshold.

\section{The net effect is an increase}

The estimate suggested by the smooth orbital puts $\tilde\gamma$ for $\gamma$ everywhere in $\delta I$. To compare the two, write the integrand of $\delta I$ without the factor $2c/3$, using $\frac{d}{dt}(N\gamma+t)^{-2/3}=-\frac23(N\gamma+t)^{-5/3}$:
\begin{equation}
g=\gamma^2\left[(N\gamma+s)^{-2/3}-(N\gamma+s+n_c)^{-2/3}\right]=\frac23\int_s^{s+n_c}\frac{\gamma^2\,dt}{(N\gamma+t)^{5/3}} .
\label{g}
\end{equation}
At fixed $t$ the integrand has the logarithmic slope
\begin{equation}
\frac{\partial}{\partial\ln\gamma}\left[2\ln\gamma-\tfrac53\ln(N\gamma+t)\right]=2-\frac53\,\frac{N\gamma}{N\gamma+t},
\end{equation}
which lies between $\frac13$ and $2$ for $t\ge0$. The slope of $\ln g$ is the average of these slopes weighted by the positive integrand, so it has the same bounds. Integrating over $\ln\gamma$ at a point where $Q\ge0$,
\begin{equation}
(\gamma/\tilde\gamma)^{1/3}\le g(\gamma)/g(\tilde\gamma)\le(\gamma/\tilde\gamma)^2 .
\label{bounds}
\end{equation}
If $Q\ge0$ for all $r$, the smooth estimate is a lower bound on $\delta I$. Where $\phi^2>\psi^2$ the local inequality reverses and the total must be computed. Since $N\gamma+t\ge n_v$ in Eq.~(\ref{g}), $g\le\frac23n_c\gamma^2n_v^{-5/3}$. A shell that does not overlap the core has no such error, however large $q$ is. The proof uses the power law of LDA exchange and fixed $s$; it is not carried over here to correlation or gradient terms.

\section{Size of the effect in nickel}

The example is a nickel atom: $3d^94s^1$ over an argon core, spherical, nonrelativistic, exchange-only LDA, solved self-consistently in radial Gaussians. The reference is the frozen-core all-electron atom at this level. It omits correlation, relativity, core relaxation, nonsphericity and the solid, so its $I$ is not the Stoner parameter of the metal. The $3d$ level is $\varepsilon=-3.894$~eV.

Take $r_c=2.00$ bohr and $\phi=r^3e^{p}$, $p=c_0+c_2r^2+c_4r^4$. Then $\phi'/\phi=3/r+p'$ and $\phi''/\phi=-3/r^2+p''+(3/r+p')^2=6/r^2+6p'/r+p''+p'^2$. The radial equation gives $\psi''/\psi=6/r^2+2(V-\varepsilon)$. Matching value, slope and curvature fixes $p$ and $p'$ at $r_c$ from $\ln(\psi/r^3)$ and sets $p''=2(V-\varepsilon)-p'^2-6p'/r_c$ there. The result is $c_0=0.163$, $c_2=-1.046$ bohr$^{-2}$, $c_4=0.0609$ bohr$^{-4}$. The local potential is $a+br^2$ inside $r_c$, matched in value and slope. This gives $q=0.618$, so $\phi$ carries $0.382$ of an electron, and $D=B+\varepsilon q=-15.608-3.894\times0.618=-18.015$~eV. The numerical check tests that $Q$ is nonnegative to within numerical noise, and that the generalised eigenproblem in a spherical-Bessel basis returns the level ($-3.894$~eV) and the density $\psi^2$ (integrated absolute deviation $9\times10^{-5}$ electron).

The radial density of the $3s3p$ core peaks at $0.65$ bohr, $\psi^2$ at $0.63$, $Q$ at $0.60$ and $\phi^2$ at $1.35$ bohr. The augmentation charge sits mostly on the outer core shell, and the smooth orbital lies mostly outside it. The integrals, in eV, are
\begin{center}
\begin{tabular}{lccc}
$d$ shape & with core & no core & difference\\
augmented, $\gamma$ & 0.934 & 1.640 & 0.706\\
smooth, $\tilde\gamma$ & 0.176 & 0.264 & 0.088\\
norm-conserving & 0.958 & 1.465 & 0.508
\end{tabular}
\end{center}
Thus $\delta I=1.640-0.934=0.706$~eV (26 mHa), which is $76\%$ of the all-electron $I$ and $0.7062/0.0884=8.0$ times the smooth estimate. With $Q$ unpseudised $\delta I$ does not depend on $r_c$, but this factor does: the same form of $\phi$ gives $2.8$ at $r_c=1.4$ bohr and $24$ at $2.6$ bohr. The radial integrand of $\delta I$ peaks at $0.56$ bohr, and $87\%$ of the integral lies inside $1$ bohr.

The local arithmetic at the peak of $\psi^2$ shows the two opposed trends. There $n_c/n_v$ is $1.54$ with augmentation and $30.5$ without, so augmentation multiplies $n_v$ by $30.5/1.54=19.8$. The bracket $1-(1+n_c/n_v)^{-2/3}$ falls from $1-31.5^{-2/3}=0.90$ to $1-2.54^{-2/3}=0.46$. Because $s$ is common to both densities, $\gamma/\tilde\gamma\ge19.8$, and $g=\gamma^2n_v^{-2/3}[\dots]$ grows by at least $19.8^{2-2/3}\times0.46/0.90\approx27$.

The integrated relative error does not follow the local one: it is $0.76$ with augmentation and $0.50$ for the smooth estimate, each relative to its own $I$ with core. Factoring $(n_v+n_c)^{-2/3}$ out of the bracket in Eq.~(\ref{g}) gives
\begin{equation}
\frac{\delta I}{I}=\frac{\int W\left[(1+n_c/n_v)^{2/3}-1\right]d^3r}{\int W\,d^3r},\qquad W=\gamma^2(n_v+n_c)^{-2/3}.
\end{equation}
With $Q\ge0$ the local factor is nowhere smaller in the smooth case, so its smaller average must come from the weight $W$, which the smooth orbital places where the factor is small.

Diagonalising the ultrasoft problem for both spins at $M=0.1$ gives a splitting per unit moment of $0.934$~eV with core and $1.640$~eV without, tested against $I$. Leaving $D$ unscreened drops the latter to $0.334$~eV, tested against $\frac{2c}{3}\int\gamma\tilde\gamma\,n_v^{-2/3}d^3r$. The term $\int\delta v\,Q$ thus carries $(1.640-0.334)/1.640=80\%$ of the splitting. For $M=1$ (five up, four down) Eq.~(\ref{dI}) gives $-0.7062/4=-0.1766$~eV, and the full remainder of Eq.~(\ref{Delta}), evaluated with libxc, is $-0.1769$~eV. The closeness is expected, as $m/n\le1/9$ bounds the quartic term of each remainder by $5/(54\cdot81)\approx0.1\%$ of its quadratic term. The charge error divided by $\delta N^2$ at $\delta N=0.02$ is $-0.1764$~eV, against $-\delta I/4=-0.1766$~eV. This tests the quadratic law for a charge change; the linear term is subtracted in evaluating $R$, and its cancellation between the two energies rests on the equality of slopes derived above.

\section{Orbital relaxation}

Relaxation is modelled by the limit in which the projectors represent any change of the valence orbitals: all-electron $3d$ and $4s$ functions, orthogonal to the frozen core, vary in the functional
\begin{align}
E_{\tilde n_c}={}&\sum_if_i\langle T\rangle_i+\int\Big(-\frac Zr+V_H[n_c]+v_x[n_v^0+n_c]-v_x[n_v^0+\tilde n_c]\Big)n_v\,d^3r\nonumber\\
&+E_H[n_v]+E_x[n_v+\tilde n_c,m],
\end{align}
with $n_v^0$ the reference density. The relaxed energies below belong to this limit, not to the less flexible one-projector potential constructed above. At $n_v^0$ the potential is the all-electron one for any $\tilde n_c$. Subtracting the functional with the full core, $E_c$, from the one with no core, $E_0$, leaves $E_x[n_v,m]-\int v_x[n_v^0]n_v$ minus the same expression with the core added. Measured from the reference, this is $E_0[\Phi]-E_c[\Phi]=\Delta[\Phi]$ for any orbitals $\Phi$. Let $\Phi_c$ minimise $E_c$ and $\Phi_0$ minimise $E_0$ at given occupations. From $E_0[\Phi_0]\le E_0[\Phi_c]$ and $E_c[\Phi_c]\le E_c[\Phi_0]$,
\begin{equation}
\Delta[\Phi_0]\le E_0[\Phi_0]-E_c[\Phi_c]\le\Delta[\Phi_c],
\end{equation}
provided the self-consistent solutions are minima.

For $M=1$ the polarisation energy is $-0.251$~eV with the full core and $-0.510$~eV without, and the splittings are $1.00$ and $2.04$~eV. The relaxed error of $-0.259$~eV lies in the tested bracket from $-0.309$ to $-0.219$~eV. It is slightly larger in size than the full-core polarisation energy ($0.251$~eV) and exceeds the frozen error by the factor $0.259/0.177=1.46$. The frozen value lies outside the bracket, which is allowed because both ends are evaluated on relaxed densities. Relaxation deepens the energy from $-I/4=-0.234$ to $-0.251$~eV with core and from $-0.410$ to $-0.510$~eV without. With spin-dependent shapes and occupations $(N\pm M)/2$ the $d$ moment density is
\begin{equation}
m=\tfrac M2(\gamma_\uparrow+\gamma_\downarrow)+\tfrac N2(\gamma_\uparrow-\gamma_\downarrow),
\end{equation}
so a small difference of shape is multiplied by $N/2$. It is a conjecture, not tested here, that majority contraction and minority expansion add moment density inside about $1$ bohr, where most of $\delta I$ arises, and that this feedback causes the larger error.

\section{Norm-conserving orbitals and pseudised augmentation}
\label{nc}

A norm-conserving orbital at the same radius is obtained as $\phi_{\rm NC}=\phi\exp[c_6(r^2-r_c^2)^3]$ for $r<r_c$. The cube leaves value, slope and curvature at $r_c$ intact, and unit norm gives $c_6=-0.0304$ bohr$^{-6}$ with a peak at $0.89$ bohr. The same density describes an ultrasoft potential whose augmentation is pseudised to $\phi_{\rm NC}^2-\phi^2$. As $c_6<0$ and $r<r_c$ make the exponent positive, $\phi_{\rm NC}\ge\phi$, and Eq.~(\ref{bounds}) places its core error above the smooth estimate. The density is no longer the all-electron one, so the error in $I$ has two parts. With $n_{\rm NC}=N\gamma_{\rm NC}+s$ and $I_{\rm AE}=I[\gamma,n_v+n_c]$, adding and subtracting one term gives
\begin{align}
I[\gamma_{\rm NC},n_{\rm NC}]-I_{\rm AE}={}&\big(I[\gamma_{\rm NC},n_{\rm NC}]-I[\gamma_{\rm NC},n_{\rm NC}+n_c]\big)\nonumber\\
&+\big(I[\gamma_{\rm NC},n_{\rm NC}+n_c]-I_{\rm AE}\big)=0.508+0.024\approx0.53~{\rm eV},
\end{align}
or $57\%$ of $I_{\rm AE}$. For this orbital the smoothing part is small and has the same sign as the core part. The core part lies below the unpseudised value by the factor $0.706/0.508=1.4$; this ordering is computed for this case and is not proved. The factor of eight therefore measures how far the norm-deficient orbital misleads. It is not the gap between ultrasoft and norm-conserving potentials, both of which need the correction for this shell.

\section{Choosing the partial core}

A partial core $\tilde n_c=A\sin(kr)/r$ for $r<r_0$ and $n_c$ beyond has $\tilde n_c'/\tilde n_c=k\cot kr-1/r$. Matching the slope gives $y\cot y=1+r_0n_c'/n_c$ with $y=kr_0\in(0,\pi)$, and matching the value fixes $A$. The residual error is $I[\gamma,n_v+\tilde n_c]-I_{\rm AE}$. Take $r_0$ as the outermost radius at which $n_c$ equals the valence density. The smooth density gives $r_0=1.25$ bohr, $3.6$ core electrons kept and a residual of $0.376$~eV. The augmented density gives $r_0=1.03$ bohr, $6.1$ electrons and $0.198$~eV. These are $40\%$ and $21\%$ of $I_{\rm AE}$. The relaxed $M=1$ energies are $-0.386$ and $-0.319$~eV, against $-0.251$~eV with the full core. These values take $r_0$ at the last point of the radial grid (spacing $0.6\%$) inside the crossing. At the exact crossings, $1.259$ and $1.033$ bohr, the model cores hold $3.6$ and $6.0$ electrons, the residuals are $0.382$ and $0.202$~eV ($41\%$ and $22\%$ of $I_{\rm AE}$, the latter $29\%$ of $\delta I$), and the relaxed energies are $-0.388$ and $-0.320$~eV.

Using the augmented density roughly halves the residual but still leaves $0.198/0.706=28\%$ of $\delta I$. In this atom the crossing rule with $n_c=n_v$ is not sufficient: its radius lies outside the peaks of $Q$ and of the integrand, so the model core replaces the true one where most of the error arises. The residual falls to about $0.05$~eV at $r_0=0.7$ bohr and changes little down to $0.5$ bohr. Demanding $n_c=2n_v$ with the augmented density moves $r_0$ to $0.39$ bohr, with a residual of $0.014$~eV at the price of a much harder core. The residual also has a simple upper bound. Its integrand vanishes for $r>r_0$, and for $\tilde n_c\ge0$ one has $(n_v+\tilde n_c)^{-2/3}\le n_v^{-2/3}$, so
\begin{equation}
I[\gamma,n_v+\tilde n_c]-I_{\rm AE}\le\frac{2c}{3}\int_{r<r_0}g\,4\pi r^2dr .
\end{equation}
The bound is reached only for $\tilde n_c=0$ inside $r_0$; a positive model core there brings the residual below it. The radius should therefore be chosen from the residual itself, not from the bound.

In generating a potential for a shell that overlaps the core, the need for a core term should be judged from $\delta I$ computed with $\phi^2+Q$, using the $Q$ and the functional that the calculation will carry; on the nickel densities above, $\delta I$ falls from $0.71$~eV to about $0.59$~eV with LDA correlation and $0.55$~eV with PBE. The same augmented density and the same $\tilde n_c$ must appear in Eq.~(\ref{descreen}) and in later use, since the cancellation of the linear term depends on it. The radius $r_0$ is then reduced until the residual, a one-dimensional quadrature, meets the target; a smaller radius generally makes the core density harder to represent. The final check is a spin-polarised atom with relaxed orbitals, because the reference levels are blind to the error and, in the relaxation limit used here, the frozen estimate recovers $0.177/0.259=68\%$ of it. An unpolarised change of occupation does not replace this check: in the same relaxation limit the charge error shrinks instead of growing, from $-0.18$ to $-0.02$~eV for removal of one $d$ electron.

\section*{Calculated quantities}
\begin{verbatim}
Ni Z=28, 3d9 4s1, rc = 2.00 bohr, exchange-only LDA
AE total energy: -1503.210 Ha
virial -E/T: 1.000001
AE 3d level: -3.8942 eV
AE 4s level: -3.6764 eV
ultrasoft 3d level: -3.8941 eV
int |restored - AE| 3d density: 0.00009 e
c0, c2, c4, c6: 0.1630, -1.0456 bohr^-2, 0.06091 bohr^-4, -0.03039 bohr^-6
q: 0.6181 e
smooth norm 1-q: 0.3819 e
B: -15.6083 eV
D: -18.0154 eV
peak 3s3p radial density: 0.651 bohr
peak psi^2: 0.632 bohr
peak phi^2: 1.346 bohr
peak phi_NC^2: 0.890 bohr
peak Q: 0.602 bohr
peak radial integrand of dI: 0.557 bohr
share of dI inside 1 bohr: 0.868
nc/nv at psi peak, augmented: 1.540
nc/nv at psi peak, smooth: 30.487
I full core (AE frozen core): 0.9340 eV
I ultrasoft, no core: 1.6402 eV
dI ultrasoft: 0.7062 eV
dI ultrasoft: 25.95 mHa
dI/I ultrasoft: 0.756
splitting/M, diagonalised, core: 0.9341 eV
splitting/M, diagonalised, no core: 1.6403 eV
splitting/M, no core, D unscreened: 0.3342 eV
I smooth, core: 0.1758 eV
I smooth, no core: 0.2641 eV
dI smooth estimate: 0.0884 eV
dI/I smooth: 0.503
dI ultrasoft / dI smooth: 7.99
I NC orbital, core: 0.9577 eV
I NC orbital, no core: 1.4654 eV
NC core error: 0.5077 eV
NC smoothing error: 0.0236 eV
NC total error: 0.5314 eV
-dI/4: -0.1766 eV
frozen error M=1 (libxc): -0.1769 eV
charge error/dN^2 at dN=0.02: -0.1764 eV
r0 smooth rule: 1.253 bohr
r0 augmented rule: 1.028 bohr
partial core charge, smooth rule: 3.620 e
partial core charge, augmented rule: 6.094 e
residual dI, smooth rule: 0.3764 eV
residual dI, augmented rule: 0.1976 eV
relaxed M=1, core full: energy -0.2510 eV, splitting 1.0041 eV
relaxed M=1, core none: energy -0.5102 eV, splitting 2.0439 eV
relaxed M=1, core smooth rule: energy -0.3855 eV, splitting 1.5422 eV
relaxed M=1, core augmented rule: energy -0.3188 eV, splitting 1.2749 eV
relaxed error -0.2591 eV, bracket -0.3087 to -0.2187 eV
\end{verbatim}
